# Hund's first rule and electron repulsion in carbon: verification in Python

```python
# Hund's first rule and electron repulsion. Rydberg units: H = sum(-lap - 2Z/r) + lam*sum 2/r12.
# Restricted Hartree-Fock, closed shells + open l^2 shell, orbitals optimised for each LS term.
# Open-shell energy sum_k c_k(L) F^k, c_k = (-1)^L (2l+1)^2 (l k l;000)^2 {l l L; l l k}.
# d = high-spin minus low-spin term. delta[phi] = frozen-orbital gap. Under test:
#  -delta[phi_high] <= dE <= -delta[phi_low];  dT = -dE;  dVne = Z d(dE)/dZ;
#  dVee = 2 dE - Z d(dE)/dZ, positive for C and Ti2+, negative at large Z;
#  dE = int_0^1 dW(lam) dlam, W = <sum 2/r12>;  dE, dVee, dVne, -dT -> a1*Z for large Z.
import numpy as np
from scipy.special import gamma, betainc, gammainc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.constants import physical_constants
from sympy.physics.wigner import wigner_3j, wigner_6j
from pyscf import gto, scf, ao2mo
scf.hf.MUTE_CHKFILE = True
RY_EV = physical_constants['Rydberg constant times hc in eV'][0]

def w3(l, k, m): return wigner_3j(l, k, m, 0, 0, 0)**2
def coef_exact(l, L):
    return {k: (-1)**L*(2*l+1)**2*w3(l, k, l)*wigner_6j(l, l, L, l, l, k) for k in range(0, 2*l+1, 2)}
def coef(l, L): return {k: float(v) for k, v in coef_exact(l, L).items()}
def gint(n, p): return gamma((n+1)/2)/(2*p**((n+1)/2))      # int r^n exp(-p r^2) dr
def nested(a, p, b, q):   # int r1^a exp(-p r1^2) int_0^r1 r2^b exp(-q r2^2)
    al, be = (a+1)/2, (b+1)/2
    P, Q = p[:, None], q[None, :]
    return 0.25*gamma(al)*gamma(be)*P**(-al)*Q**(-be)*betainc(be, al, Q/(P+Q))

class Atom:
    def __init__(s, ex, nclosed, lo):
        s.ex, s.lo, s.closed = ex, lo, sorted(nclosed)
        s.ls = s.closed+[lo]
        s.norb = dict(nclosed); s.norb[lo] = 1
        s.occ = {l: 2*(2*l+1) for l in s.closed}; s.occ[lo] = 2
        s.nrm = {l: gint(2*l+2, 2*ex[l])**-0.5 for l in s.ls}
        s.T, s.U, s.R, s.X, s.Xi, s.To, s.Uo = {}, {}, {}, {}, {}, {}, {}
        for l in s.ls:
            a = ex[l]; p = a[:, None]+a[None, :]; nn = np.outer(s.nrm[l], s.nrm[l])
            S = nn*gint(2*l+2, p)
            s.T[l] = (4*l+6)*np.outer(a, a)/p*S
            s.U[l] = nn*gint(2*l+1, p); s.R[l] = nn*gint(2*l+3, p)
            e, v = np.linalg.eigh(S); X = (v/np.sqrt(e))@v.T; s.X[l] = X
            s.To[l] = X@s.T[l]@X; s.To[l] = (s.To[l]+s.To[l].T)/2
            s.Uo[l] = X@s.U[l]@X; s.Uo[l] = (s.Uo[l]+s.Uo[l].T)/2
        s.cache, s.G = {}, {}
        for l in s.closed:
            for m in s.ls:
                if m < l: continue
                g = s.slater(l, l, m, m, 0).copy()
                for k in range(m-l, l+m+1, 2):
                    g -= 0.5*float(w3(l, k, m))*s.slater(l, m, l, m, k).transpose(0, 2, 1, 3)
                g = np.ascontiguousarray(g.reshape(len(ex[l])**2, -1))
                s.G[l, m] = g; s.G[m, l] = g.T
        n = len(ex[lo])**2
        s.F = {k: s.slater(lo, lo, lo, lo, k).reshape(n, n) for k in range(0, 2*lo+1, 2)}
        s.cache = None
    def slater(s, la, lb, lc, ld, k):   # radial integral of 2 r<^k / r>^(k+1)
        key = (la, lb, lc, ld, k)
        if key not in s.cache:
            p, ip = np.unique(np.add.outer(s.ex[la], s.ex[lb]).ravel(), return_inverse=True)
            q, iq = np.unique(np.add.outer(s.ex[lc], s.ex[ld]).ravel(), return_inverse=True)
            m1, m2 = la+lb+2, lc+ld+2
            A = nested(m1-k-1, p, m2+k, q)
            B = A if (la, lb) == (lc, ld) else nested(m2-k-1, q, m1+k, p)
            M = (2*(A+B.T))[np.ix_(ip.ravel(), iq.ravel())]
            M = M*np.outer(np.outer(s.nrm[la], s.nrm[lb]), np.outer(s.nrm[lc], s.nrm[ld]))
            s.cache[key] = M.reshape([len(s.ex[x]) for x in (la, lb, lc, ld)])
        return s.cache[key]
    def dens(s, C): return {l: (s.X[l]@C[l]@C[l].T@s.X[l]).ravel() for l in s.ls}
    def parts(s, C, Z, lam, c):
        d, o, N = s.dens(C), s.lo, s.occ
        r = {'T': sum(N[l]*d[l]@s.T[l].ravel() for l in s.ls)}
        r['Vne_core'] = -2*Z*sum(N[l]*d[l]@s.U[l].ravel() for l in s.closed)
        r['rinv'] = d[o]@s.U[o].ravel(); r['r'] = d[o]@s.R[o].ravel()
        r['Vne_open'] = -4*Z*r['rinv']
        r['cc'] = 0.5*sum(N[l]*N[m]*d[l]@s.G[l, m]@d[m] for l in s.closed for m in s.closed)
        r['co'] = sum(2*N[l]*d[l]@s.G[l, o]@d[o] for l in s.closed)
        r['Fk'] = {k: d[o]@s.F[k]@d[o] for k in s.F}
        r['oo'] = sum(c[k]*r['Fk'][k] for k in c)
        r['W'] = r['cc']+r['co']+r['oo']; r['Vee'] = lam*r['W']
        r['Vne'] = r['Vne_core']+r['Vne_open']; r['E'] = r['T']+r['Vne']+r['Vee']
        r['C'] = C
        return r
    def solve(s, Z, lam, c, C, tol=1e-7):
        Fs, Es, best = [], [], (np.inf, None)
        for it in range(70):
            d = s.dens(C); F = {}; err = []
            for l in s.ls:
                v = sum(s.occ[m]*(s.G[l, m]@d[m]) for m in s.closed)
                v = v+(sum(c[k]*(s.F[k]@d[l]) for k in c) if l == s.lo else 2*(s.G[l, s.lo]@d[s.lo]))
                n = len(s.ex[l]); v = s.X[l]@v.reshape(n, n)@s.X[l]
                F[l] = s.To[l]-2*Z*s.Uo[l]+lam*(v+v.T)/2
                FD = F[l]@C[l]@C[l].T
                err.append((FD-FD.T).ravel())
            err = np.concatenate(err); e = np.abs(err).max()
            if e < best[0]: best = (e, C)
            if e < tol: break
            Fs, Es = (Fs+[F])[-8:], (Es+[err])[-8:]
            B = np.array(Es)@np.array(Es).T; dg = np.sqrt(np.diag(B))
            y = np.linalg.lstsq(B/np.outer(dg, dg), 1/dg, rcond=1e-12)[0]/dg; y /= y.sum()
            C = {l: np.linalg.eigh(sum(a*f[l] for a, f in zip(y, Fs)))[1][:, :s.norb[l]] for l in s.ls}
        assert best[0] < max(tol, 2e-6)
        return s.parts(best[1], Z, lam, c)
    def bare(s, Z): return {l: np.linalg.eigh(s.To[l]-2*Z*s.Uo[l])[1][:, :s.norb[l]] for l in s.ls}
    def ramp(s, Z, c):
        C = s.bare(Z)
        for lam in np.linspace(0.1, 1, 10): C = s.solve(Z, lam, c, C, 1e-4)['C']
        return s.solve(Z, 1.0, c, C)

def pyscf_terms(at, C, sym, charge, Z):   # all l^2 terms on frozen orbitals from PySCF integrals
    bas = [[l]+[[float(a)]+[float(x) for x in row] for a, row in zip(at.ex[l], at.X[l]@C[l])] for l in at.ls]
    mol = gto.M(atom=sym+' 0 0 0', basis={sym: bas}, charge=charge, spin=2, verbose=0)
    n = mol.nao; no = 2*at.lo+1; nc = n-no
    assert np.abs(mol.intor('int1e_ovlp')-np.eye(n)).max() < 1e-8
    h = 2*(mol.intor('int1e_kin')+mol.intor('int1e_nuc'))
    g = 2*ao2mo.restore(1, mol.intor('int2e', aosym='s8'), n)
    f = h+2*np.einsum('pqii->pq', g[:, :, :nc, :nc])-np.einsum('piiq->pq', g[:, :nc, :nc, :])
    Ec = np.trace(h[:nc, :nc]+f[:nc, :nc]); fo = f[nc:, nc:]; I = np.eye(no)
    H = np.kron(fo, I)+np.kron(I, fo)+g[nc:, nc:, nc:, nc:].transpose(0, 2, 1, 3).reshape(no*no, -1)
    sw, V = np.linalg.eigh(np.einsum('ad,bc->abcd', I, I).reshape(no*no, -1))
    worst = 0.0
    for par, odd in ((-1, 1), (1, 0)):      # antisymmetric space part = triplet = odd L
        Vp = V[:, np.abs(sw-par) < 1e-9]
        ref = Ec+np.linalg.eigvalsh(Vp.T@H@Vp)
        mine = [at.parts(C, Z, 1.0, coef(at.lo, L))['E'] for L in range(odd, 2*at.lo+1, 2) for _ in range(2*L+1)]
        worst = max(worst, np.abs(ref-np.sort(mine)).max())
    return worst

def analyse(at, title, sym, charge, Z, hi, lo, tol):
    (nh, Lh), (nl, Ll) = hi, lo
    ch, cl = coef(at.lo, Lh), coef(at.lo, Ll)
    H = at.ramp(Z, ch); L = at.solve(Z, 1.0, cl, H['C'])
    d = {k: H[k]-L[k] for k in H if k not in ('C', 'Fk')}
    print(f"== {title}, Z={Z}, d = {nh} - {nl}")
    print(f"c_k {nh}: {coef_exact(at.lo, Lh)}  {nl}: {coef_exact(at.lo, Ll)}")
    for nm, r in ((nh, H), (nl, L)):
        print(f"{nm}: E={r['E']:.5f} T={r['T']:.5f} Vne={r['Vne']:.5f} Vee={r['Vee']:.5f} Ry")
        fk = " ".join(f"F{k}={v:.5f}" for k, v in r['Fk'].items())
        print(f"{nm}: <r>={r['r']:.4f} bohr <1/r>={r['rinv']:.4f} 1/bohr {fk} Ry")
        assert abs(r['T']+r['E']) < 1e-5*r['T']          # finite-basis virial residual
    print(f"dE={d['E']:.5f} Ry ({d['E']*RY_EV:.3f} eV) dT={d['T']:.5f} Ry")
    print(f"dVne={d['Vne']:.5f} Ry  dVee={d['Vee']:.5f} Ry ({d['Vee']*RY_EV:.3f} eV)")
    print(f"dVne core={d['Vne_core']:.5f} open={d['Vne_open']:.5f} Ry")
    print(f"dVee core-core={d['cc']:.5f} core-open={d['co']:.5f} open-open={d['oo']:.5f} Ry")
    dev = pyscf_terms(at, H['C'], sym, charge, Z)
    print(f"max deviation from PySCF-integral term energies={dev:.1e} Ry")
    assert dev < 5e-6
    HonL = at.parts(L['C'], Z, 1.0, ch); LonH = at.parts(H['C'], Z, 1.0, cl)
    dl, dh = L['E']-HonL['E'], LonH['E']-H['E']
    print(f"frozen gap on {nl} orbitals={dl:.5f}, on {nh} orbitals={dh:.5f} Ry")
    assert -dh < d['E'] < -dl < 0
    chalf = {k: (ch[k]+cl[k])/2 for k in ch}
    M = at.solve(Z, 1.0, chalf, L['C'])
    rel1 = HonL['E']-H['E']; relh = at.parts(L['C'], Z, 1.0, chalf)['E']-M['E']
    rT = d['T']/(M['T']-L['T'])
    print(f"relaxation energy={rel1:.5f} Ry; ratios t=1 over t=1/2: energy {rel1/relh:.3f}, T {rT:.3f}")
    assert abs(rel1/relh-4) < 0.4 and abs(rT-2) < 0.2
    zeta = -(HonL['Vne']+HonL['Vee'])/(2*HonL['T']); duni = zeta*HonL['Vee']-L['Vee']
    print(f"uniform scaling: zeta-1={zeta-1:.3e}, dVee={duni:.5f} Ry")
    assert zeta > 1 and duni < 0
    hz = 5e-3
    sl = [(at.solve(Z+hz, 1.0, c, r['C'])['E']-at.solve(Z-hz, 1.0, c, r['C'])['E'])/(2*hz)
          for c, r in ((ch, H), (cl, L))]
    assert abs(Z*sl[0]/H['Vne']-1) < 1e-6 and abs(Z*sl[1]/L['Vne']-1) < 1e-6
    zs = Z*(sl[0]-sl[1])
    print(f"finite diff: Z d(dE)/dZ={zs:.5f} Ry, 2dE-Z d(dE)/dZ={2*d['E']-zs:.5f} Ry")
    print(f"log slope dln|dE|/dlnZ={zs/d['E']:.3f}")
    assert abs(d['T']+d['E']) < tol and abs(zs-d['Vne']) < tol
    assert abs(2*d['E']-zs-d['Vee']) < 2*tol
    assert d['Vee'] > 0 and d['Vne'] < 0 and zs/d['E'] > 2
    assert d['r'] < 0 and d['rinv'] > 0 and d['co'] > 0 and d['oo'] < 0
    return H, L

print(f"1 Ry = {RY_EV:.6f} eV")
car = Atom({0: 0.015*2.0**np.arange(1, 27), 1: 0.015*2.0**np.arange(0, 17)}, {0: 2}, 1)
for l in car.ls: print(f"C basis l={l}: {len(car.ex[l])} exponents {car.ex[l][0]:.3g}..{car.ex[l][-1]:.3g} 1/bohr^2")
P3, D1 = analyse(car, "C 1s2 2s2 2p2", 'C', 0, 6, ('3P', 1), ('1D', 2), 5e-5)
S1 = car.solve(6, 1.0, coef(1, 0), D1['C'])
print(f"1S: E={S1['E']:.5f} Vne={S1['Vne']:.5f} Vee={S1['Vee']:.5f} Ry <r>={S1['r']:.4f} bohr")
assert S1['E'] > D1['E']
mol = gto.M(atom='C 0 0 0', basis={'C': [[l, [float(a), 1.0]] for l in (0, 1) for a in car.ex[l]]},
            spin=2, symmetry='D2h', verbose=0)
mf = scf.ROHF(mol); mf.chkfile = None; mf.conv_tol = 1e-10; mf.max_cycle = 100
mf.irrep_nelec = {'Ag': (2, 2), 'B3u': (1, 0), 'B2u': (1, 0)}
mf.kernel(); dm = np.asarray(mf.make_rdm1()).sum(axis=0)
Tr = 2*np.sum(dm*mol.intor('int1e_kin')); Vr = 2*np.sum(dm*mol.intor('int1e_nuc'))
print(f"PySCF ROHF 3P: E={2*mf.e_tot:.5f} T={Tr:.4f} Vne={Vr:.4f} Ry")
assert mf.converged and abs(2*mf.e_tot-P3['E']) < 1e-6
assert abs(Tr-P3['T']) < 3e-4 and abs(Vr-P3['Vne']) < 3e-4     # first order in ROHF gradient

cP, cD = coef(1, 1), coef(1, 2)
store = {0.0: (car.bare(6), car.bare(6)), 1.0: (P3['C'], D1['C'])}
def diff(lam):
    g = store[min(store, key=lambda x: abs(x-lam))]
    a, b = car.solve(6, lam, cP, g[0]), car.solve(6, lam, cD, g[1])
    store[lam] = (a['C'], b['C'])
    return {k: a[k]-b[k] for k in ('E', 'T', 'Vne', 'Vee', 'W')}
def ion(Z):      # charge Z ion = charge 6 at lam = 6/Z, energies times (Z/6)^2
    return {k: v*(Z/6)**2 for k, v in diff(6/Z).items() if k != 'W'}
print("== carbon-like ions, 3P - 1D")
ser = {Z: ion(Z) for Z in (6, 7, 8, 9, 10)}
for Z, r in ser.items():
    print(f"Z={Z}: dE={r['E']:.5f} dT={r['T']:.5f} dVne={r['Vne']:.5f} dVee={r['Vee']:.5f} Ry")
a7, b7 = car.solve(7, 1.0, cP, P3['C']), car.solve(7, 1.0, cD, D1['C'])
assert all(abs(a7[k]-b7[k]-ser[7][k]) < 1e-4 for k in ser[7])   # unscaled basis, direct Z=7
assert ser[6]['Vee'] > 0 > ser[10]['Vee']
Zs = brentq(lambda z: ion(z)['Vee'], 6, 10, xtol=1e-5)
print(f"dVee changes sign at Z*={Zs:.3f}, lam*=6/Z*={6/Zs:.4f}")
F2h = 4*quad(lambda r: r*np.exp(-r)/24*30*gammainc(7, r), 0, np.inf)[0]
assert abs(F2h-45/256) < 1e-9
a1 = (cP[2]-cD[2])*F2h
print(f"hydrogenic F2(2p,2p)/Z={F2h:.6f} Ry, a1={a1:.6f} Ry")
diff(0.025); r2, r1 = ion(240), ion(120)
lim = {k: 2*r2[k]/240-r1[k]/120 for k in r1}
print("Z->inf per Z: " + " ".join(f"d{k}={v:.6f}" for k, v in lim.items()) + " Ry")
assert all(abs(lim[k]/a1-(-1 if k == 'T' else 1)) < 3e-3 for k in lim)
a0 = 2*(r2['E']-240*a1)-(r1['E']-120*a1); a0v = 2*(r2['Vee']-240*a1)-(r1['Vee']-120*a1)
print(f"a0={a0:.4f} Ry, constant in dVee={a0v:.4f} Ry, s=-a0/a1={-a0/a1:.3f}, 2s={-2*a0/a1:.3f}")
assert abs(a0v/a0-2) < 0.06
x, w = np.polynomial.legendre.leggauss(10)
dW = np.array([diff((t+1)/2)['W'] for t in x]); integ = 0.5*w@dW
print(f"int_0^1 dW dlam={integ:.5f} Ry, dE={ser[6]['E']:.5f} Ry")
assert abs(integ-ser[6]['E']) < 2e-5
print("dW at lam=0.25,0.5,0.75,1: " + " ".join(f"{diff(t)['W']:.5f}" for t in (0.25, 0.5, 0.75, 1.0)) + " Ry")
xg, wg = np.polynomial.legendre.leggauss(4)
I67 = 0.5*sum(b*ion(6.5+a/2)['Vee']/(6.5+a/2)**3 for a, b in zip(xg, wg))
R67 = ser[6]['E']/36-ser[7]['E']/49
print(f"HF: int_6^7 dVee/Z^3 dZ={I67*RY_EV:.5f} eV, dE6/36-dE7/49={R67*RY_EV:.5f} eV")
assert abs(I67-R67) < 1e-6
gC, gN = 1.3, 1.9
print(f"rough measured gaps (recalled inputs): C {gC} eV, N+ {gN} eV")
worst = -(gC+0.05)/36+(gN-0.05)/49
print(f"rough dE6/36-dE7/49={-gC/36+gN/49:.4f} eV, worst rounding {worst:.4f} eV")
assert worst > 0

ti = Atom({0: 0.04*2.0**np.arange(1, 27), 1: 0.04*2.0**np.arange(1, 19), 2: 0.04*2.0**np.arange(0, 14)},
          {0: 3, 1: 2}, 2)
for l in ti.ls: print(f"Ti basis l={l}: {len(ti.ex[l])} exponents {ti.ex[l][0]:.3g}..{ti.ex[l][-1]:.3g} 1/bohr^2")
F3, Dd = analyse(ti, "Ti2+ [Ar]3d2", 'Ti', 2, 22, ('3F', 3), ('1D', 2), 3e-4)
oth = {nm: ti.solve(22, 1.0, coef(2, L), Dd['C'])['E']-F3['E'] for nm, L in (('3P', 1), ('1G', 4))}
print(f"above 3F: 1D {Dd['E']-F3['E']:.5f}, 3P {oth['3P']:.5f}, 1G {oth['1G']:.5f} Ry")
assert 0 < Dd['E']-F3['E'] < oth['3P'] < oth['1G']
print("all tests passed")
```

Printed output:

```
1 Ry = 13.605693 eV
C basis l=0: 26 exponents 0.03..1.01e+06 1/bohr^2
C basis l=1: 17 exponents 0.015..983 1/bohr^2
== C 1s2 2s2 2p2, Z=6, d = 3P - 1D
c_k 3P: {0: 1, 2: -1/5}  1D: {0: 1, 2: 1/25}
3P: E=-75.37724 T=75.37724 Vne=-176.27376 Vee=25.51929 Ry
3P: <r>=1.7145 bohr <1/r>=0.7835 1/bohr F0=1.07721 F2=0.48660 Ry
1D: E=-75.26266 T=75.26266 Vne=-175.98193 Vee=25.45661 Ry
1D: <r>=1.7720 bohr <1/r>=0.7667 1/bohr F0=1.04596 F2=0.46813 Ry
dE=-0.11458 Ry (-1.559 eV) dT=0.11458 Ry
dVne=-0.29183 Ry  dVee=0.06268 Ry (0.853 eV)
dVne core=0.11218 open=-0.40401 Ry
dVee core-core=-0.03049 core-open=0.17797 open-open=-0.08479 Ry
max deviation from PySCF-integral term energies=5.7e-13 Ry
frozen gap on 1D orbitals=0.11235, on 3P orbitals=0.11678 Ry
relaxation energy=0.00222 Ry; ratios t=1 over t=1/2: energy 3.987, T 2.020
uniform scaling: zeta-1=7.464e-04, dVee=-0.09343 Ry
finite diff: Z d(dE)/dZ=-0.29183 Ry, 2dE-Z d(dE)/dZ=0.06268 Ry
log slope dln|dE|/dlnZ=2.547
1S: E=-75.09922 Vne=-175.53237 Vee=25.33393 Ry <r>=1.8706 bohr
PySCF ROHF 3P: E=-75.37724 T=75.3772 Vne=-176.2738 Ry
== carbon-like ions, 3P - 1D
Z=6: dE=-0.11458 dT=0.11458 dVne=-0.29183 dVee=0.06268 Ry
Z=7: dE=-0.16120 dT=0.16120 dVne=-0.31712 dVee=-0.00527 Ry
Z=8: dE=-0.20583 dT=0.20583 dVne=-0.35298 dVee=-0.05868 Ry
Z=9: dE=-0.24963 dT=0.24963 dVne=-0.39179 dVee=-0.10747 Ry
Z=10: dE=-0.29297 dT=0.29297 dVne=-0.43184 dVee=-0.15410 Ry
dVee changes sign at Z*=6.909, lam*=6/Z*=0.8684
hydrogenic F2(2p,2p)/Z=0.175781 Ry, a1=-0.042187 Ry
Z->inf per Z: dE=-0.042190 dT=0.042189 dVne=-0.042185 dVee=-0.042194 Ry
a0=0.1214 Ry, constant in dVee=0.2428 Ry, s=-a0/a1=2.877, 2s=5.755
int_0^1 dW dlam=-0.11458 Ry, dE=-0.11458 Ry
dW at lam=0.25,0.5,0.75,1: -0.19037 -0.12209 -0.04401 0.06268 Ry
HF: int_6^7 dVee/Z^3 dZ=0.00146 eV, dE6/36-dE7/49=0.00146 eV
rough measured gaps (recalled inputs): C 1.3 eV, N+ 1.9 eV
rough dE6/36-dE7/49=0.0027 eV, worst rounding 0.0003 eV
Ti basis l=0: 26 exponents 0.08..2.68e+06 1/bohr^2
Ti basis l=1: 18 exponents 0.08..1.05e+04 1/bohr^2
Ti basis l=2: 14 exponents 0.04..328 1/bohr^2
== Ti2+ [Ar]3d2, Z=22, d = 3F - 1D
c_k 3F: {0: 1, 2: -8/49, 4: -1/49}  1D: {0: 1, 2: -3/49, 4: 4/49}
3F: E=-1695.46166 T=1695.46127 Vne=-3996.08828 Vee=605.16534 Ry
3F: <r>=1.3841 bohr <1/r>=0.9375 1/bohr F0=1.32900 F2=0.61905 F4=0.38596 Ry
1D: E=-1695.36025 T=1695.35986 Vne=-3995.53236 Vee=604.81225 Ry
1D: <r>=1.4091 bohr <1/r>=0.9263 1/bohr F0=1.30751 F2=0.60570 F4=0.37696 Ry
dE=-0.10141 Ry (-1.380 eV) dT=0.10141 Ry
dVne=-0.55591 Ry  dVee=0.35309 Ry (4.804 eV)
dVne core=0.43120 open=-0.98712 Ry
dVee core-core=-0.19145 core-open=0.62569 open-open=-0.08115 Ry
max deviation from PySCF-integral term energies=6.8e-13 Ry
frozen gap on 1D orbitals=0.10027, on 3F orbitals=0.10255 Ry
relaxation energy=0.00114 Ry; ratios t=1 over t=1/2: energy 3.997, T 2.011
uniform scaling: zeta-1=2.969e-05, dVee=-0.08232 Ry
finite diff: Z d(dE)/dZ=-0.55592 Ry, 2dE-Z d(dE)/dZ=0.35309 Ry
log slope dln|dE|/dlnZ=5.482
above 3F: 1D 0.10141, 3P 0.12243, 1G 0.15771 Ry
all tests passed
```
